# Why momentum alone gives the wrong polarization current with nonlocal pseudopotentials

**Question**

I am testing polarization calculations on a one-dimensional model of an oxide ferroelectric. The chain has period $a=5$ Å and a cross-section of 6.7 Å$^2$, so the cell volume is $\Omega=33.5$ Å$^3$. A cation sits at $x=0$ and an anion at $x_a=a/2+u$. The local potential in each cell is a pair of Gaussian wells,

$$
-V_c\,e^{-x^2/2w^2}-V_a\,e^{-(x-x_a)^2/2w^2},
$$

with $V_c=8$ eV, $V_a=20$ eV and $w=0.7$ Å. The anion also carries a nonlocal term $D|\beta\rangle\langle\beta|$, where $D=5$ eV and $\beta$ is the normalized odd function proportional to $(x-x_a)e^{-(x-x_a)^2/2S^2}$, with $S=0.7$ Å. The lowest band holds two electrons. The cation core has charge $+2e$ and stays fixed. The anion core is neutral, so the polarization change is purely electronic.

I move the anion slowly from $u=0$ to $u=0.5$ Å. The Berry phase gives $\Delta P=-55.3$ µC/cm$^2$. Integrating the adiabatic current, with momentum divided by mass as the velocity, gives $-38.6$ µC/cm$^2$. A finer mesh does not help. Is one of them on the wrong polarization branch, or is the current wrong?

**Answer**

The current is wrong. Momentum divided by mass is not the velocity for your Hamiltonian, because the nonlocal potential does not commute with position. To see that this accounts for the whole discrepancy, one can follow the velocity operator from its definition to the Berry phase.

I use atomic units in the algebra ($\hbar=m=e=1$, electron charge $-1$). The electrons are independent, and the potential is a prescribed function of the ion positions. There is no macroscopic electric field, the Hamiltonian is time-reversal symmetric, and the occupied band stays separated from the others by a gap.

**The velocity operator**

Write $H=p^2/2+V_{\rm loc}+V_{\rm nl}$. Position has no explicit time dependence, so Heisenberg's equation gives $v=i[H,x]$, even when $H$ changes in time. Since $[p^2,x]=-2ip$, the kinetic term contributes $p$. The local potential commutes with $x$. Therefore

$$
v=p+i[V_{\rm nl},x].
$$

A nonlocal potential acts as $(V_{\rm nl}\psi)(x)=\int V_{\rm nl}(x,x')\psi(x')\,dx'$. Subtracting the two orders of multiplication by position gives

$$
([V_{\rm nl},x]\psi)(x)=\int V_{\rm nl}(x,x')(x'-x)\psi(x')\,dx'.
$$

This vanishes for all $\psi$ if the kernel has the form $V(x)\,\delta(x-x')$, which is the local case. Your projector has a kernel of finite range.

For a crystal, let $|n\rangle$ be the cell-periodic part of a Bloch state, an eigenstate of $H_k=e^{-ikx}He^{ikx}$ with energy $E_n$. Differentiation gives

$$
\partial_kH_k=e^{-ikx}(-ixH+iHx)e^{ikx}
=e^{-ikx}\,i[H,x]\,e^{ikx}\equiv v_k .
$$

Thus $v_k=p+k+\partial_kV_{{\rm nl},k}$. The last term is the one you omitted.

For your projector, define the real function $f$ by $\int\beta(y)e^{-iqy}dy=-if(q)$, with $y$ measured from the anion. Then $f(q)\propto q\,e^{-q^2S^2/2}$. With $q=k+G$ and $q'=k+G'$, the factors $-i$ and $+i$ cancel in the matrix element:

$$
\langle G|V_{{\rm nl},k}|G'\rangle
=\frac{D}{a}f(q)f(q')e^{-i(G-G')x_a}.
$$

Both $q$ and $q'$ depend on $k$, so the product rule yields

$$
\langle G|\partial_kV_{{\rm nl},k}|G'\rangle
=\frac{D}{a}\left[f'(q)f(q')+f(q)f'(q')\right]e^{-i(G-G')x_a}.
$$

**The adiabatic current**

Let $\lambda(t)$ label the slow path; here it is $u$. Choose the phase along the path so that $\langle n|\dot n\rangle=0$, and write the evolving state as $e^{-i\int E_n dt}(|n\rangle+|\delta n\rangle)$. Substitution in the Schrödinger equation gives

$$
i|\dot n\rangle+i|\delta\dot n\rangle=(H_k-E_n)|\delta n\rangle .
$$

The term $|\delta\dot n\rangle$ is of second order in slowness and is dropped. Projecting on another band $m$,

$$
\langle m|\delta n\rangle
=\frac{i\dot\lambda\langle m|\partial_\lambda n\rangle}{E_m-E_n}.
$$

Differentiating $H_k|n\rangle=E_n|n\rangle$ and projecting on $m$ gives

$$
\langle m|\partial_\lambda n\rangle
=-\frac{\langle m|\partial_\lambda H_k|n\rangle}{E_m-E_n}.
$$

Hence

$$
|\delta n\rangle=-i\dot\lambda\sum_{m\ne n}|m\rangle
\frac{\langle m|\partial_\lambda H_k|n\rangle}{(E_m-E_n)^2}.
$$

The first-order velocity is $2\,{\rm Re}\langle n|v_k|\delta n\rangle$. Because ${\rm Re}(-iz)={\rm Im}\,z$,

$$
\langle v\rangle_1=2\dot\lambda\,{\rm Im}\sum_{m\ne n}
\frac{\langle n|v_k|m\rangle\langle m|\partial_\lambda H_k|n\rangle}
{(E_m-E_n)^2}. \tag{1}
$$

There is also a zeroth-order velocity $\langle n|v_k|n\rangle$. Time reversal takes $k$ to $-k$ and reverses its sign, so it cancels in the sum over $k$. The same holds for the momentum alone.

**Where the Berry phase enters**

The derivative identity used for $\lambda$ also holds for $k$:

$$
\langle m|\partial_k n\rangle
=-\frac{\langle m|\partial_kH_k|n\rangle}{E_m-E_n}. \tag{2}
$$

Here the choice of velocity matters. The numerator is a matrix element of the full $v_k$, not of $p+k$. At one general $k$ point, with the anion halfway along your path, I differentiated the Bloch state numerically and compared it with Eq. (2). The norm of the difference was $5.5\times10^{-9}$ Å with the full velocity and 0.19 Å with momentum alone.

With the full velocity, the two derivative identities give

$$
\langle n|v_k|m\rangle=-(E_m-E_n)\langle\partial_kn|m\rangle,
\qquad
\langle m|\partial_\lambda H_k|n\rangle=-(E_m-E_n)\langle m|\partial_\lambda n\rangle .
$$

The energy denominators in Eq. (1) then cancel. The absent term $m=n$ may be added to the sum, because it is a product of two imaginary numbers and has no imaginary part. Completeness leaves

$$
\langle v\rangle_1=2\dot\lambda\,{\rm Im}\langle\partial_kn|\partial_\lambda n\rangle .
$$

Now define $A_k=i\langle n|\partial_kn\rangle$ and $A_\lambda=i\langle n|\partial_\lambda n\rangle$. Their mixed second derivatives cancel in the combination

$$
\partial_\lambda A_k-\partial_kA_\lambda
=i\left(\langle\partial_\lambda n|\partial_kn\rangle
-\langle\partial_kn|\partial_\lambda n\rangle\right)
=2\,{\rm Im}\langle\partial_kn|\partial_\lambda n\rangle .
$$

Use a smooth gauge in which $|n_{k+2\pi/a}\rangle=e^{-2\pi ix/a}|n_k\rangle$ all along the path. Then $A_\lambda$ is periodic in $k$, and its derivative integrates to zero. The velocity averaged over the band is therefore $d\bar x/dt$, where

$$
\bar x=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}A_k\,dk,
\qquad
\Delta P=-\frac{2\,\Delta\bar x}{\Omega}.
$$

The factor 2 counts spin and the minus sign is the electron charge. On a mesh, neighbouring states have overlap $\langle n_k|n_{k+\delta k}\rangle\simeq1-i\,\delta k\,A_k$, so

$$
\bar x\simeq-\frac{a}{2\pi}\,{\rm Im}\ln\prod_j\langle n_{k_j}|n_{k_{j+1}}\rangle .
$$

No velocity operator appears in this formula. That is why your Berry phase was unaffected by the omission.

**The numbers for your chain**

The Wannier centre moves from 2.500 to 3.078 Å, a displacement of 0.5782 Å. Since $1\,e/$Å$^2=1602$ µC/cm$^2$,

$$
\Delta P=-\frac{2(0.5782)}{33.5}\times1602
\simeq-55.3\ \text{µC/cm}^2 .
$$

Equation (1) with the full velocity gives the same 0.5782 Å. With momentum it gives 0.4039 Å, or $-38.6$ µC/cm$^2$. The commutator part is the difference, 0.1743 Å. Relative to the Berry-phase value, the momentum result is 30% too small in magnitude.

Mesh error is not the cause. I raised the number of $k$ points from 24 to 36, the integration points along the path from 8 to 12, and the plane waves from 21 to 29. Both integrated currents changed only at the level of rounding error.

Nor is the adiabatic expansion at fault. I also solved the time-dependent Schrödinger equation for a smooth ramp lasting 400 atomic units of time, about 10 fs. The integrated full velocity was 0.5782 Å and the integrated momentum 0.4039 Å.

The following comparison changes the projector strength and holds the local wells and the ion path fixed. Displacements are in Å.

| $D$ (eV) | Berry phase | Momentum alone |
|---:|---:|---:|
| $-3.0$ | 0.646 | 0.876 |
| 0.0 | 0.609 | 0.609 |
| 2.5 | 0.591 | 0.486 |
| 5.0 | 0.578 | 0.404 |

At $D=0$ the potential is local and the two agree. The full-velocity current matched the Berry phase in all four cases to within $10^{-5}$ Å. The momentum current can err in either direction: at $D=-3$ eV it is about 36% too large.

**Could it be a branch problem?**

No. A branch change moves $\bar x$ by a whole period $a$. For this doubly occupied band it changes $P$ by $2a/\Omega$, about 478 µC/cm$^2$. Your discrepancy is about 17 µC/cm$^2$.

A rigid translation of the whole crystal makes the same point without any choice of branch. Let all ions move by $s$. Then $H(s)=e^{-ips}He^{ips}$, so $\partial_sH=-i[p,H]$ and

$$
\langle m|\partial_sH_k|n\rangle=i(E_m-E_n)p_{mn}.
$$

Insert this in Eq. (1), and let $O$ stand for whichever operator is used as the velocity. Since ${\rm Im}(iz)={\rm Re}\,z$, the electron displacement per unit ion displacement, at one $k$, is

$$
2\,{\rm Re}\sum_{m\ne n}\frac{O_{nm}p_{mn}}{E_m-E_n}. \tag{3}
$$

For $O=v_k$, Eq. (2) turns the expression into $-2\,{\rm Re}\sum_{m\ne n}\langle\partial_kn|m\rangle\langle m|p|n\rangle$. Adding the term $m=n$ changes nothing, because $\langle\partial_kn|n\rangle$ is imaginary and $\langle n|p|n\rangle$ is real. The result is $-\partial_k\langle n|p|n\rangle$. Across the Brillouin zone the factor $e^{-2\pi ix/a}$ lowers $\langle n|p|n\rangle$ by $2\pi/a$, so the average is

$$
-\frac{a}{2\pi}\left(-\frac{2\pi}{a}\right)=1 .
$$

Each electron moves with the crystal. A translation by one period carries two electrons per cell, as it must.

For $O=p+k$, the number $k$ has no matrix elements between different bands, and Eq. (3) becomes $2\sum_{m\ne n}|p_{mn}|^2/(E_m-E_n)$. Nothing forces its average to equal one when $V_{\rm nl}$ is present. With the anion at its final position, your chain gives 2.000 electrons per cell for the full velocity and 1.392 for momentum. The second result would leave part of the electron charge behind a crystal that has merely been moved.

**A solvable limit with the same signs**

Take one electron in an isolated harmonic well of frequency $\omega$, and let the projector be the first excited state: $V_{\rm nl}=D|1\rangle\langle1|$. The eigenfunctions are unchanged, but the excitation energy from the ground state to $|1\rangle$ becomes $\omega+D$ (for $D>\omega$ this is no longer the lowest excitation, which does not affect what follows). The ground state has a momentum matrix element with the first excited state alone, $|p_{10}|^2=\omega/2$. When well and projector move together, the momentum expression gives

$$
\frac{2(\omega/2)}{\omega+D}=\frac{\omega}{\omega+D}
$$

instead of 1. For the full velocity, $v_{10}=i(\omega+D)x_{10}$ and $p_{01}=-i\omega x_{01}$. The corresponding result is $2\omega|x_{10}|^2=1$, since $|x_{10}|^2=1/(2\omega)$.

So in this limit a repulsive projector on the excited state makes the momentum current too small, and an attractive one makes it too large. As $D\to-\omega$ the gap closes and the adiabatic treatment itself fails.

The table has the same signs, but this is not a general rule. If the projector were the ground state instead, $V_{\rm nl}=D|0\rangle\langle0|$, the excitation energy would be $\omega-D$ and the momentum expression would give $\omega/(\omega-D)$. For $0<D<\omega$ that is too large, although the projector is repulsive. Your chain is neither harmonic nor isolated, so the limit illustrates the error but does not predict its sign or size.

**When the two currents may agree**

A local potential is sufficient for agreement, but not necessary. The commutator contribution to Eq. (1) may also integrate to zero by symmetry or by accident. A path that goes out and returns through the same configurations is a simple case: the forward and backward contributions cancel for either operator. Agreement on such a path does not validate the velocity.

The derivation assumes an ordinary orthonormal eigenvalue problem, as with norm-conserving pseudopotentials. Schemes with a generalized overlap operator are outside it. Nor does the result contradict $v=p$ for a nonrelativistic all-electron Hamiltonian with a local potential. The pseudopotential defines a different Hamiltonian, and its current must use that Hamiltonian's velocity.

In your code, replace the momentum matrix by $\partial_kH_k$, including the derivatives of the projectors. Then translate all ions rigidly. For an insulator with a prescribed potential, the pumped charge per period should equal the number of electrons per cell included in the calculation.

**How far this resembles hafnia**

Your displacement, your volume per moving oxygen and a polarization near 50 µC/cm$^2$ are in the rough range calculated for polar orthorhombic hafnia. The potentials are round model parameters, however, and the smallest gap of 8.8 eV is well above hafnia's rough 6 eV. The 30% error belongs to this chain and is not an estimate for a hafnia pseudopotential.

A capacitor also breaks the zero-field assumption. At a rough switching field of 1 MV/cm and a relative permittivity of 30, the dielectric response adds about 2.6 µC/cm$^2$, some 5% of your $|\Delta P|$. Making the final anion well 10% deeper reduces $|\Delta P|$ by 1.4 µC/cm$^2$. A polycrystalline film can differ more. If the grain axes are random and each grain takes the polar direction nearer the field, the mean of $\cos\theta$ over a hemisphere is $1/2$, which would reduce 55 to about 28 µC/cm$^2$.

Coupling between chains is a further limitation. A single row of these one-dimensional anion wells at the 2.59 Å chain spacing forms a band 3.1 eV wide. Each chain has neighbours in two transverse directions, which roughly doubles this to 6–7 eV, comparable with the gap. I have not calculated its effect on the polarization. None of these corrections restores the missing commutator. The numerical output below gives the remaining estimates.

## Table of computed values

```
chain period: 5.00 angstrom
cross-section per chain: 6.70 angstrom^2
cell volume: 33.50 angstrom^3
anion displacement: 0.50 angstrom
anion well depth: 20.0 eV
cation well depth: 8.0 eV
Gaussian width of wells: 0.70 angstrom
projector width S: 0.70 angstrom
projector strength D: 5.0 eV
smallest gap on path: 8.826 eV
largest commutator matrix error: 4.3e-14 atomic units
state-derivative error, full velocity: 5.5e-09 angstrom
state-derivative error, momentum only: 0.1864 angstrom
Wannier centre at start: 2.50000 angstrom
Wannier centre at end: 3.07821 angstrom
Berry-phase electron displacement: 0.57821 angstrom
integrated full current: 0.57821 angstrom
integrated momentum current: 0.40392 angstrom
missing commutator part: 0.17428 angstrom
momentum-only relative error: -30.14 percent
real-time full displacement: 0.57821 angstrom
real-time momentum displacement: 0.40393 angstrom
real-time shift on doubling the step: 3.9e-08 angstrom
Berry polarization change: -55.307 uC/cm2
full-current polarization change: -55.307 uC/cm2
momentum-only polarization change: -38.636 uC/cm2
mean effective anion charge: -2.3128 e
D = -3.0 eV: Berry 0.64576, momentum 0.87550 angstrom
D = 0.0 eV: Berry 0.60911, momentum 0.60911 angstrom
D = 2.5 eV: Berry 0.59082, momentum 0.48560 angstrom
D = 5.0 eV: Berry 0.57821, momentum 0.40392 angstrom
rigid shift, full velocity: 2.000000 electrons per cell
rigid shift, momentum only: 1.391849 electrons per cell
shift on refinement, full: 5.9e-16 angstrom
shift on refinement, momentum: 7.1e-16 angstrom
Berry shift, 100 to 200 k points: 9.5e-07 angstrom
rough switching field: 1.0 MV/cm
rough relative permittivity: 30
neglected dielectric response: 2.57 uC/cm2
assumed rms vibration: 0.10 angstrom
vibrational shift of mean polarization: 0.0027 uC/cm2
effect of 10 percent deeper final anion well: 1.3946 uC/cm2
spacing of neighbouring chains: 2.588 angstrom
band width at that spacing: 3.078 eV
temperature: 300 K
log10 of thermal carrier factor: -74.1
log10 of interband tunnelling factor: -458
switching time: 1.0 ns
hbar/(gap * switching time): 7.5e-08
```
